# Fröhlich polaron energy, effective mass and phonon number at weak coupling: a program that tests the result

```python
# Froehlich polaron, second-order perturbation theory, T = 0, SI units.
# H = p^2/2m + sum hw a+a + sum (V_q a_q e^{iqr} + h.c.), |V_q|^2 = C/(Vol q^2),
# C = e^2 hw/(2 eps0 eps*), 1/eps* = 1/eps_inf - 1/eps_s, rp = sqrt(hbar/(2 m w)),
# alpha = e^2/(8 pi eps0 eps* hw rp), x = k rp < 1.  Under test:
#   E(k) = hbar^2k^2/2m - alpha hw asin(x)/x,  m* = m/(1 - alpha/6),
#   phonon number N = alpha/(2 sqrt(1-x^2)), cloud momentum, cutoff effect, and the
#   fourth-order energy alpha^2 hw (e4 + c4 x^2), which shows the limits of the above.
import itertools
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss
from scipy.constants import e, hbar, epsilon_0, m_e, pi
from scipy.integrate import quad
from scipy.optimize import minimize

def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b)

m, w, eps_inf, eps_s, a_lat = 0.1 * m_e, 6.0e13, 6.0, 10.0, 5.0e-10
hw = hbar * w
inv_eps = 1 / eps_inf - 1 / eps_s
C = e**2 * hw * inv_eps / (2 * epsilon_0)
rp = np.sqrt(hbar / (2 * m * w))
alpha = e**2 * inv_eps / (8 * pi * epsilon_0 * hw * rp)

# Coupling constant: displaced oscillator, and screening of two static charges
v, p1, p2 = 0.4, 0.3, 1.5
g = v * (np.exp(1j * p1) + np.exp(1j * p2))
low = np.diag(np.sqrt(np.arange(1, 40)), 1)
Hosc = low.T @ low + g * low + np.conj(g) * low.T
close(np.linalg.eigvalsh(Hosc)[0], -2 * v**2 * (1 + np.cos(p1 - p2)), 1e-10)
sinc_int = (quad(lambda t: np.sinc(t / pi), 0, 1)[0]
            + quad(lambda t: 1 / t, 1, np.inf, weight='sin', wvar=1.0)[0])
r_sep = 1.0e-8
U_ph = -2 * C / hw * 4 * pi / (2 * pi)**3 * sinc_int / r_sep
close(e**2 / (4 * pi * epsilon_0 * eps_inf * r_sep) + U_ph,
      e**2 / (4 * pi * epsilon_0 * eps_s * r_sep), 1e-7)

# Defining sums in SI by quadrature, q = q0 tan(theta), q0 an arbitrary scale
tg, wg = leggauss(400)
def sums(k, hw_den=hw, qmax=None):
    q0 = 1.0e9
    top = pi / 2 if qmax is None else np.arctan(qmax / q0)
    th = (tg + 1) * top / 2
    q = (q0 * np.tan(th))[:, None]
    mu = tg[None, :]
    W = C / (4 * pi**2) * (wg * top / 2 * q0 / np.cos(th)**2)[:, None] * wg[None, :]
    dkin = hbar**2 * (q**2 - 2 * k * q * mu) / (2 * m)
    D = dkin + hw_den
    return dict(dE=-np.sum(W / D), N=np.sum(W / D**2),
                P=np.sum(W * hbar * q * mu / D**2), kin=np.sum(W * dkin / D**2))

shape = lambda x: 1.0 if x == 0 else np.arcsin(x) / x
table = []
for x in (0.0, 0.5, 0.9, 0.99):
    s = sums(x / rp)
    close(s['dE'], -alpha * hw * shape(x), 1e-8)
    close(s['N'], alpha / (2 * np.sqrt(1 - x * x)), 1e-8)
    if x > 0:
        close(s['P'], hbar / rp * alpha / 2
              * (1 / (x * np.sqrt(1 - x * x)) - np.arcsin(x) / x**2), 1e-8)
    table.append((x, s))
s0 = table[0][1]
# intermediate integrals, general denominator constant, series, threshold
x, mu_, Dl = 0.8, 0.7, 1.7
b = np.sqrt(1 - (x * mu_)**2)
close(quad(lambda u: 1 / (u*u - 2*x*u*mu_ + 1), -np.inf, np.inf)[0], pi / b, 1e-7)
close(quad(lambda u: 1 / (u*u - 2*x*u*mu_ + 1)**2, -np.inf, np.inf)[0], pi / (2*b**3), 1e-7)
close(quad(lambda t: (1 - x*x*t*t)**-0.5, 0, 1)[0], np.arcsin(x) / x, 1e-9)
close(quad(lambda t: (1 - x*x*t*t)**-1.5, 0, 1)[0], (1 - x*x)**-0.5, 1e-9)
close(sums(x / rp, Dl * hw)['dE'], -alpha * hw * np.arcsin(x / np.sqrt(Dl)) / x, 1e-8)
z = sp.symbols('z')
ser = sp.series(sp.asin(z), z, 0, 7).removeO()
assert ser.coeff(z, 3) == sp.Rational(1, 6) and ser.coeff(z, 5) == sp.Rational(3, 40)
for xx in (0.9, 1.1):
    res = minimize(lambda u: u[0]**2 + (xx - u[1])**2 + 1 - xx**2, [0.3, 0.1])
    assert abs(res.fun - (1 - xx**2)) < 1e-8
# mass from curvature (error 3 alpha h^2/40 ~ 3e-6), cloud momentum, dE/d(hw) = N
kh = 0.01 / rp
sh = sums(kh)
m_fd = hbar**2 * kh**2 / 2 / (hbar**2 * kh**2 / (2 * m) + sh['dE'] - s0['dE'])
close(m_fd, m / (1 - alpha / 6), 1e-5)
P_frac = sh['P'] / (hbar * kh)
close(P_frac, alpha / 6, 3e-4)
dk = 1e-4 / rp
vel = hbar * 0.5 / rp / m + (sums(0.5/rp + dk)['dE'] - sums(0.5/rp - dk)['dE']) / (2*dk*hbar)
close(vel, (hbar * 0.5 / rp - table[1][1]['P']) / m, 1e-6)
d = 1e-4 * hw
close((sums(0.5/rp, hw + d)['dE'] - sums(0.5/rp, hw - d)['dE']) / (2 * d),
      table[1][1]['N'], 1e-6)
close(s0['kin'], alpha * hw / 2, 1e-8)
E_int = s0['dE'] - s0['kin'] - s0['N'] * hw
close(E_int, -2 * alpha * hw, 1e-8)
frac = sums(0.0, qmax=1 / rp)['N'] / s0['N']
close(frac, 0.5 + 1 / pi, 1e-8)
qc = pi / a_lat
E_cut = sums(0.0, qmax=qc)['dE']
close(E_cut, -2 * alpha / pi * hw * np.arctan(qc * rp), 1e-8)

# Exact diagonalization, six modes, fixed total momentum K (units hw, 1/rp)
qs = np.array([[0, 0, .6], [0, 0, -.6], [1., 0, 0], [-1., 0, 0], [.9, 0, 1.2], [0, -1.1, .4]])
gs = 0.5 / np.linalg.norm(qs, axis=1) * np.exp(1j * np.arange(6))
K = np.array([0, 0, 0.3])
states = [n for n in itertools.product(range(5), repeat=6) if sum(n) <= 4]
index = {n: i for i, n in enumerate(states)}
occ = np.array(states)
H0 = np.diag(np.sum((K - occ @ qs)**2, axis=1) + occ.sum(1)).astype(complex)
V = np.zeros_like(H0)
for n, j in index.items():
    for md in range(6):
        up = n[:md] + (n[md] + 1,) + n[md + 1:]
        if up in index:
            V[index[up], j] = np.conj(gs[md]) * np.sqrt(n[md] + 1)
V = V + V.conj().T
den = lambda Q, nph: np.sum((K - Q)**2) - K @ K + nph
g2 = abs(gs)**2
D1 = np.array([den(q, 1) for q in qs])
E2, N2 = -np.sum(g2 / D1), np.sum(g2 / D1**2)
T = sum(g2[i] * g2[j] * (1 / D1[i]**2 + 1 / (D1[i] * D1[j])) / den(qs[i] + qs[j], 2)
        for i in range(6) for j in range(6))
E4 = -T - E2 * N2
def exact(lam):
    ev, U = np.linalg.eigh(H0 + lam * V)
    dE = ev[0] - K @ K
    return np.array([dE / lam**2, np.sum(abs(U[:, 0])**2 * occ.sum(1)) / lam**2,
                     (dE - lam**2 * E2) / lam**4])
ex = (4 * exact(0.02) - exact(0.04)) / 3   # extrapolation lam -> 0
close(ex[0], E2, 1e-5)
close(ex[1], N2, 1e-5)
assert abs(ex[2] - E4) < 1e-4 * T

# Fourth order in the continuum. A factor (c1,c2) is 1/D for Q = c1 u1 + c2 u2.
RAIN, CROSS = [(1, 0), (1, 0), (1, 1)], [(1, 0), (0, 1), (1, 1)]
def kernel(fac, s11, s22, s12):
    dot = lambda A, B: A[0]*B[0]*s11 + A[1]*B[1]*s22 + (A[0]*B[1] + A[1]*B[0])*s12
    D = [dot(A, A) + sum(A) for A in fac]
    F0 = 1 / (D[0] * D[1] * D[2])
    h2 = sum(dot(fac[i], fac[j]) / (D[i] * D[j]) for i in range(3) for j in range(i, 3))
    return F0, F0 * 4 / 3 * h2     # value at x = 0, direction-averaged x^2 coefficient
u1, u2, hk = np.array([.3, -.8, .5]), np.array([1.1, .2, -.7]), 1e-3
for fac in (RAIN, CROSS):
    F = lambda kv: np.prod([1 / (np.sum((kv - A[0]*u1 - A[1]*u2)**2) - kv @ kv + sum(A))
                            for A in fac])
    avg = np.mean([F(sg * hk * ax) for ax in np.eye(3) for sg in (1, -1)])
    F0, F2 = kernel(fac, u1 @ u1, u2 @ u2, u1 @ u2)
    close((avg - F0) / hk**2, F2, 1e-4)
def fourth(n):
    t, wt = leggauss(n)
    ts, ws = leggauss(32)
    th = (t + 1) * pi / 4
    q, wq = np.tan(th), wt * pi / 4 / np.cos(th)**2
    q1, q2 = q[:, None, None], q[None, :, None]
    bb, Dmin = 2 * q1 * q2, (q1 - q2)**2 + 2
    L = np.log1p(2 * bb / Dmin)          # angle variable: log of two-phonon denominator
    sv = L * (ts + 1) / 2
    mu = -1 + Dmin * np.expm1(sv) / bb
    W = 2 / pi**2 * wq[:, None, None] * wq[None, :, None] * L / 2 * ws * Dmin * np.exp(sv) / bb
    return np.array([np.sum(W * f) for fac in (RAIN, CROSS)
                     for f in kernel(fac, q1**2, q2**2, q1 * q2 * mu)])
fa, fb = fourth(100), fourth(160)
assert np.max(abs(fa - fb)) < 2e-5
def rainbow(k):   # inner phonon sum done with the arcsine formula (arctan form)
    th = (tg + 1) * pi / 4
    q, mu = np.tan(th)[:, None], tg[None, :]
    W = (wg * pi / 4 / np.cos(th)**2)[:, None] * wg[None, :] / pi
    p = np.sqrt(q*q - 2*k*q*mu + k*k)
    return np.sum(W * np.arctan(p / np.sqrt(2 - k*k)) / p / (q*q - 2*k*q*mu + 1)**2)
r0 = rainbow(0.0)
r2 = (4 * (rainbow(.02) - r0) / .02**2 - (rainbow(.04) - r0) / .04**2) / 3
assert abs(fb[0] - r0) < 2e-5 and abs(fb[1] - r2) < 2e-5
prod = sp.series(sp.asin(z) / z / (2 * sp.sqrt(1 - z**2)), z, 0, 4).removeO()
e4 = -fb[0] - fb[2] + float(prod.coeff(z, 0))
c4 = -fb[1] - fb[3] + float(prod.coeff(z, 2))
assert abs(c4) > 1e-3    # m/(1 - alpha/6) is not correct at order alpha^2
m2 = 1 / 36 - c4

meV = 1e-3 * e
print(f"m = {m:.5e} kg (m/m_e = {m/m_e:.1f})")
print(f"omega = {w:.2e} rad/s; eps_inf = {eps_inf:.1f}; eps_s = {eps_s:.1f}")
print(f"hbar omega = {hw:.5e} J = {hw/meV:.3f} meV")
print(f"1/eps* = {inv_eps:.5f}; C = {C:.5e} J^2 m")
print(f"r_p = {rp:.5e} m; threshold k = 1/r_p = {1/rp:.5e} 1/m")
print(f"alpha = {alpha:.5f}")
print(f"static charges at r = {r_sep:.1e} m: phonon-mediated U = {U_ph:.5e} J")
print(f"E(0) quadrature = {s0['dE']:.5e} J = {s0['dE']/meV:.3f} meV")
print(f"-alpha hbar omega = {-alpha*hw:.5e} J")
print(f"m*/m: curvature {m_fd/m:.5f}; 1/(1-alpha/6) = {1/(1-alpha/6):.5f}")
print(f"1+alpha/6 = {1+alpha/6:.5f}")
print(f"m* = {m/(1-alpha/6):.5e} kg (m*/m_e = {m/(1-alpha/6)/m_e:.5f})")
print(f"N(0) quadrature = {s0['N']:.5f}; alpha/2 = {alpha/2:.5f}; 1-N = {1-s0['N']:.5f}")
print(f"k=0: kinetic {s0['kin']:.4e} J, phonon {s0['N']*hw:.4e} J, interaction {E_int:.4e} J")
print(f"fraction of phonons with q < 1/r_p = {frac:.4f}")
print(f"cloud momentum fraction at x=0.01: {P_frac:.5f}; alpha/6 = {alpha/6:.5f}")
for x, s in table:
    print(f"x={x:.2f}: k={x/rp:.4e} 1/m, asin(x)/x={shape(x):.5f}, dE={s['dE']:.4e} J,"
          f" E={hw*x*x+s['dE']:.4e} J, N={s['N']:.4f}")
print(f"x=0.5: velocity {vel:.4e} m/s, bare {hbar*0.5/rp/m:.4e} m/s")
print(f"dE at x -> 1 = {-alpha*hw*shape(1.0):.4e} J")
print(f"cutoff: a = {a_lat:.1e} m, q_c = {qc:.4e} 1/m, q_c r_p = {qc*rp:.3f}")
print(f"E(0) with cutoff = {E_cut:.4e} J, ratio to no cutoff = {E_cut/s0['dE']:.4f}")
print(f"six-mode model, {len(states)} states, K r_p = {K[2]:.1f}, energies in hbar omega:")
print(f"  E2 sum {E2:.6f}, diagonalization {ex[0]:.6f}")
print(f"  N2 sum {N2:.6f}, diagonalization {ex[1]:.6f}")
print(f"  E4 sum {E4:.6f}, diagonalization {ex[2]:.6f}")
print(f"fourth order x^0: rainbow {fb[0]:.5f}, crossed {fb[2]:.5f}, e4 = {e4:.5f}")
print(f"fourth order x^2: rainbow {fb[1]:.5f}, crossed {fb[3]:.5f}, c4 = {c4:.5f}")
print(f"alpha^2 coefficient of m*/m: {m2:.5f}; 1/36 = {1/36:.5f}")
print(f"fourth-order energy = {e4*alpha**2*hw:.3e} J = {e4*alpha**2*hw/meV:.4f} meV")
print(f"ratio to second order = {-e4*alpha:.5f}")
print(f"m*/m through alpha^2 = {1+alpha/6+m2*alpha**2:.5f}")
print("OK")
```

It prints:

```
m = 9.10938e-32 kg (m/m_e = 0.1)
omega = 6.00e+13 rad/s; eps_inf = 6.0; eps_s = 10.0
hbar omega = 6.32743e-21 J = 39.493 meV
1/eps* = 0.06667; C = 6.11474e-49 J^2 m
r_p = 3.10601e-09 m; threshold k = 1/r_p = 3.21956e+08 1/m
alpha = 0.39130
static charges at r = 1.0e-08 m: phonon-mediated U = -1.53805e-21 J
E(0) quadrature = -2.47593e-21 J = -15.454 meV
-alpha hbar omega = -2.47593e-21 J
m*/m: curvature 1.06977; 1/(1-alpha/6) = 1.06977
1+alpha/6 = 1.06522
m* = 9.74492e-32 kg (m*/m_e = 0.10698)
N(0) quadrature = 0.19565; alpha/2 = 0.19565; 1-N = 0.80435
k=0: kinetic 1.2380e-21 J, phonon 1.2380e-21 J, interaction -4.9519e-21 J
fraction of phonons with q < 1/r_p = 0.8183
cloud momentum fraction at x=0.01: 0.06522; alpha/6 = 0.06522
x=0.00: k=0.0000e+00 1/m, asin(x)/x=1.00000, dE=-2.4759e-21 J, E=-2.4759e-21 J, N=0.1957
x=0.50: k=1.6098e+08 1/m, asin(x)/x=1.04720, dE=-2.5928e-21 J, E=-1.0109e-21 J, N=0.2259
x=0.90: k=2.8976e+08 1/m, asin(x)/x=1.24419, dE=-3.0805e-21 J, E=2.0447e-21 J, N=0.4489
x=0.99: k=3.1874e+08 1/m, asin(x)/x=1.44369, dE=-3.5745e-21 J, E=2.6270e-21 J, N=1.3869
x=0.5: velocity 1.7068e+05 m/s, bare 1.8636e+05 m/s
dE at x -> 1 = -3.8892e-21 J
cutoff: a = 5.0e-10 m, q_c = 6.2832e+09 1/m, q_c r_p = 19.516
E(0) with cutoff = -2.3952e-21 J, ratio to no cutoff = 0.9674
six-mode model, 210 states, K r_p = 0.3, energies in hbar omega:
  E2 sum -1.477781, diagonalization -1.477781
  N2 sum 1.111761, diagonalization 1.111761
  E4 sum -0.015657, diagonalization -0.015657
fourth order x^0: rainbow 0.32769, crossed 0.18823, e4 = -0.01592
fourth order x^2: rainbow 0.21133, crossed 0.11785, c4 = 0.00415
alpha^2 coefficient of m*/m: 0.02363; 1/36 = 0.02778
fourth-order energy = -1.542e-23 J = -0.0963 meV
ratio to second order = 0.00623
m*/m through alpha^2 = 1.06883
OK
```
